# Why silicon's 90-degree partial reconstructs: pairing energy against elastic distortion

## The decision in a core calculation

Anyone relaxing the core of a 90-degree partial dislocation in silicon must choose a starting geometry and a sampling along the dislocation line. Both choices can decide the answer. A start with perfect mirror symmetry can stay symmetric although a lower-energy core exists, and a coarse sampling can exaggerate, shrink or entirely remove the energy gained by leaving it.

In the unreconstructed core, each atom at the edge of the glide plane has three ordinary bonds and one dangling orbital. Across the core it faces two equidistant atoms, so its remaining electron is shared between two stretched, weak bonds. If the two rows of core atoms slide relative to each other along the line, each atom approaches one partner and recedes from the other. One strong bond replaces two weak ones, and the mirror plane normal to the line is lost. Reconstruction occurs if the bonding energy gained exceeds the elastic cost.

The model below has one orbital and one electron per core atom, nearest-neighbour hopping, zero temperature and no explicit electron repulsion. Every repeat undergoes the same shift, so the repeat length $b$ is kept. Energies are in eV per repeat, with both spins included.

## Why the shift acts on the bonds at first order

Let the rows be a distance $w$ apart and let $u$ be their relative shift. The two bonds of an atom across the core have lengths

$$d_{1,2}=\sqrt{w^2+(b/2\mp u)^2}\simeq d_0\mp\frac{b}{2d_0}u,\qquad d_0=\sqrt{w^2+b^2/4}.$$

If hopping falls by $g$ per unit bond length, then $t_{1,2}=t-g(d_{1,2}-d_0)$, or to first order

$$t_{1,2}=t\pm\delta,\qquad \delta=\alpha u,\qquad \alpha=\frac{gb}{2d_0}.$$

The linear model is used for $|\delta|<t$. The mirror turns $u$ into $-u$ and exchanges the two bonds. The elastic energy is therefore even in $u$ and starts as $Ku^2/2$, with $K>0$. Here $K$ collects the distortion of the back bonds, the repulsion between the paired atoms, and the effect of any quadratic change in the mean hopping.

Let $L_n$ and $R_n$ be the orbitals of the two rows, with site energies $+\Delta$ and $-\Delta$. The stacking fault lies on one side of the partial, so the sides need not be equivalent. The matrix elements are $-t_1$ between $L_n$ and $R_n$, and $-t_2$ between $R_n$ and $L_{n+1}$. For Bloch sums with phase $e^{iknb}$ the coupling between rows is $-(t_1+t_2e^{-ikb})$. Its squared modulus is

$$\begin{aligned}
t_1^2+t_2^2+2t_1t_2\cos kb
&=2t^2+2\delta^2+2(t^2-\delta^2)\cos kb\\
&=4t^2\cos^2\theta+4\delta^2\sin^2\theta,\qquad \theta=kb/2,
\end{aligned}$$

because $1\pm\cos kb$ equals $2\cos^2\theta$ or $2\sin^2\theta$. The two-by-two Hamiltonian has levels

$$\varepsilon_\pm=\pm\sqrt{\Delta^2+4t^2\cos^2\theta+4\delta^2\sin^2\theta}.$$

With one electron per atom, the lower band is full. At $kb=\pi$ the signs alternate from repeat to repeat. Under reflection through an $L$ atom, the $L$ sum is then even and the $R$ sum odd, so they cannot mix in the symmetric core. Pairing removes this prohibition. For $\Delta=0$ it opens a gap $4|\delta|$ and lowers the occupied states.

## How much bonding energy is gained

Take $\Delta=0$ and an infinite line. Two electrons occupy each lower-band state, and the average over $k$ is an average over $0<\theta<\pi/2$:

$$\begin{aligned}
E_{\rm band}&=-2\,\frac{2}{\pi}\int_0^{\pi/2}2\sqrt{t^2\cos^2\theta+\delta^2\sin^2\theta}\,d\theta\\
&=-\frac{8t}{\pi}\int_0^{\pi/2}\sqrt{1-(1-\delta^2/t^2)\sin^2\theta}\,d\theta .
\end{aligned}$$

The last integral is the complete elliptic integral $E(m)$ of parameter $m=1-\delta^2/t^2$. To see its behaviour at small $\delta>0$, differentiate the gain $G=E_{\rm band}(0)-E_{\rm band}(\delta)$ and put $\varphi=\pi/2-\theta$:

$$\frac{dG}{d\delta}=\frac{8\delta}{\pi}\int_0^{\pi/2}\frac{\cos^2\varphi\,d\varphi}{\sqrt{t^2\sin^2\varphi+\delta^2\cos^2\varphi}} .$$

Split the integral at $\eta$, with $\delta/t\ll\eta\ll1$. Below $\eta$, $\sin\varphi\simeq\varphi$ and $\cos\varphi\simeq1$; above it, $\delta$ can be dropped:

$$\begin{aligned}
\int_0^\eta\frac{d\varphi}{\sqrt{t^2\varphi^2+\delta^2}}&\simeq\frac1t\ln\frac{2t\eta}{\delta},\\
\frac1t\int_\eta^{\pi/2}\Big(\frac1{\sin\varphi}-\sin\varphi\Big)d\varphi&\simeq\frac1t\Big(\ln\frac2\eta-1\Big).
\end{aligned}$$

The arbitrary $\eta$ cancels in the sum, leaving

$$\frac{dG}{d\delta}=\frac{8\delta}{\pi t}\Big(\ln\frac{4t}{\delta}-1\Big).$$

Since $\int\delta\ln(4t/\delta)\,d\delta=\tfrac12\delta^2\ln(4t/\delta)+\tfrac14\delta^2$, integration from zero gives

$$G=\frac{4\delta^2}{\pi t}\Big(\ln\frac{4t}{\delta}-\frac12\Big).$$

The elastic cost is $K\delta^2/(2\alpha^2)$. The logarithm grows without limit as $\delta\to0$, so in this model the infinite symmetric chain with equal site energies is unstable at any finite $K$. A stiff core still pairs, but weakly. Setting the derivative of cost minus gain to zero and dividing by $\delta$ gives

$$\frac{K}{\alpha^2}=\frac{8}{\pi t}\Big(\ln\frac{4t}{\delta_0}-1\Big),\qquad
\delta_0=4t\exp\Big(-1-\frac{\pi tK}{8\alpha^2}\Big).$$

At this point the logarithm equals $1+\pi tK/(8\alpha^2)$. The net energy change is therefore

$$\frac{K\delta_0^2}{2\alpha^2}-\frac{4\delta_0^2}{\pi t}\Big(\frac12+\frac{\pi tK}{8\alpha^2}\Big)=-\frac{2\delta_0^2}{\pi t}.$$

These last two results require $\delta_0\ll t$.

## The same balance in terms of bonds

Let $P_1$ and $P_2$ be the bond orders, meaning the density-matrix elements between neighbours summed over both spins. A full two-electron bond has $P=1$. For $\Delta=0$, each bond contributes through two equal off-diagonal elements, so

$$E_{\rm band}=-2(t_1P_1+t_2P_2).$$

The occupied eigenstates are stationary, so to first order only the explicit change of the hoppings alters the energy. Hence $dE_{\rm band}/du=-2\alpha(P_1-P_2)$, and equilibrium requires

$$Ku=2\alpha(P_1-P_2).$$

The elastic restoring force is balanced by the difference in bond order. Shortening a bond strengthens it, which draws more bonding charge into it, which in turn favours further shortening.

## A four-repeat core

Take a ring of four repeats, hence eight atoms, with round illustrative parameters: $b=3.8$ Å, $w=1.8$ Å, $t=1$ eV, $g=1.4$ eV/Å and $K=4$ eV/Å². They give $d_0=2.617$ Å and

$$\alpha=\frac{1.4\times3.8}{2\times2.617}=1.016\ \text{eV/Å}.$$

The allowed values of $kb$ are $0,\pm\pi/2,\pi$. For $\Delta=0$ the level formula gives

$$E_{\rm band}=-\frac24\Big(2t+2\sqrt{2t^2+2\delta^2}+2|\delta|\Big)
=-t-\sqrt{2t^2+2\delta^2}-|\delta|.$$

| $u$ (Å) | Band gain (eV) | Elastic cost (eV) | Net (eV) |
|---:|---:|---:|---:|
| 0.10 | 0.109 | 0.020 | −0.089 |
| 0.20 | 0.232 | 0.080 | −0.152 |
| 0.40 | 0.519 | 0.320 | −0.199 |
| 0.60 | 0.852 | 0.720 | −0.132 |

The minimum is at $u=0.385$ Å. The elastic cost there is $4\times0.385^2/2=0.296$ eV and the band gain is 0.496 eV, so the net change is $-0.199$ eV per repeat. The bonds of 2.62 Å become one of 2.35 Å and one of 2.91 Å.

In the symmetric ring the mean bond order is 0.604. After pairing the two values are 0.958 and 0.200. The strong bond alone contributes $-2\times1.391\times0.958=-2.67$ eV and the weak one $-2\times0.609\times0.200=-0.24$ eV. Their sum, $-2.91$ eV, replaces the symmetric $-4\times0.6036=-2.41$ eV. The force balance also closes: $2\times1.016\times(0.958-0.200)=1.54$ eV/Å, equal to $4\times0.385$ eV/Å.

Part of this large gain belongs to the shortness of the ring. The state at $kb=\pi$ supplies the term $|\delta|=1.016\times0.385=0.39$ eV, most of the 0.496 eV. In a long chain a single such state has vanishing weight.

## What ring length and k-points do

A ring of $N$ repeats has $kb=2\pi m/N$. Because every repeat is shifted alike, it samples the same states as a one-repeat cell with those $N$ k-points. For even $N$, $kb=\pi$ is included, and its doubly occupied level contributes

$$-\frac{2}{N}\,2|\delta|=-\frac{4\alpha|u|}{N}.$$

At zero temperature this linear gain beats a quadratic cost at small $u$, whatever the finite stiffness. Fermi smearing of the occupations rounds the cusp: for $|\delta|\ll k_BT$ the same pair of levels gains only $2\delta^2/(Nk_BT)$ in free energy, so a stiff enough core then stays symmetric. For odd $N$ the point is absent, and each root can be expanded:

$$2\sqrt{t^2\cos^2\theta+\delta^2\sin^2\theta}\simeq2t|\cos\theta|+\frac{\delta^2\sin^2\theta}{t|\cos\theta|}.$$

Multiplying the second term by $-2/N$, summing, and equating its size to $Ku^2/2$ gives the threshold

$$K_N=\frac{2\alpha^2}{N}\sum_k\frac{2\sin^2\theta}{t|\cos\theta|}.$$

The symmetric core is unstable for $K<K_N$. For $N=3$, $kb=0$ contributes nothing and the other two points contribute 3 each in units of $1/t$, so $K_3=4\alpha^2/t=4.13$ eV/Å². The chosen $K=4$ lies just below it, and pairing barely survives.

| Repeats | Shift (Å) | Net (eV per repeat) |
|---:|---:|---:|
| 3 | 0.147 | −0.001 |
| 4 | 0.385 | −0.199 |
| 5 | 0.340 | −0.036 |
| 8 | 0.358 | −0.108 |
| 12 | 0.357 | −0.090 |
| infinite | 0.357 | −0.075 |

The shift settles before the energy does. The slow part is the gapless symmetric reference. For even $N$ its energy is $-(4t/N)\sum_m\cos(ma)$, with $a=\pi/N$ and $m$ from $-N/2$ to $N/2-1$. Multiplying the sum by $2\sin(a/2)$ turns each term into $\sin[(m+\tfrac12)a]-\sin[(m-\tfrac12)a]$. The intermediate terms cancel and leave $2\cos(a/2)$. Thus

$$E_{\rm band}(0)=-\frac{4t}{N}\cot\frac{\pi}{2N}\simeq-\frac{8t}{\pi}+\frac{2\pi t}{3N^2},$$

using $\cot x\simeq1/x-x/3$. At $N=12$ the reference is too high by $2\pi/(3\times144)=0.015$ eV, which accounts for the difference between $-0.090$ and $-0.075$ eV.

For the infinite chain, the weak-pairing formula gives a shift of 0.316 Å, about 11% below the full model value of 0.357 Å. Here $\delta/t$ is about 0.36, so pairing is not weak and the formula serves as an estimate.

## When the symmetric core survives

Unequal site energies already separate the levels at $kb=\pi$, leaving less for pairing to gain. Expanding the band energy at nonzero $\Delta$ gives

$$E_{\rm band}(\delta)-E_{\rm band}(0)\simeq-\delta^2S,\qquad
S=\left\langle\frac{4\sin^2\theta}{\sqrt{\Delta^2+4t^2\cos^2\theta}}\right\rangle_k .$$

The total coefficient of $u^2$ is $K/2-\alpha^2S$, so the infinite symmetric core is unstable when

$$K<2\alpha^2S(\Delta).$$

This local criterion also decides the global minimum within the linear model. As a function of $x=u^2$, each occupied level has the form $-\sqrt{A+Bx}$ with $A,B\ge0$, which is convex, and the elastic cost is linear in $x$. A convex total that does not fall at $x=0$ cannot have a lower minimum farther away. The same argument applies to the odd-ring threshold.

For small $\Delta>0$, the same split of the integral near $\theta=\pi/2$ gives the previous result with $t$ replaced by $2t$ and $\delta$ by $\Delta$:

$$S\simeq\frac8\pi\,\frac1{2t}\Big(\ln\frac{8t}{\Delta}-1\Big).$$

Setting $K=2\alpha^2S$ gives $\Delta_c=8t\exp[-1-\pi tK/(8\alpha^2)]=2\delta_0$. For the chosen parameters this estimate is $2\times1.016\times0.316=0.64$ eV, while the full integral gives 0.69 eV. The site energies of the two rows would thus have to differ by at least $2\Delta_c=1.38$ eV to preserve the symmetric core in this model. At 80% of the critical offset, the shift is still 0.21 Å.

## What to do in practice

**Break the symmetry in the starting geometry.** Where the energy is smooth, its evenness makes the force along $u$ vanish at $u=0$, even at a maximum. If a sampled level crossing is occupied equally in both levels, their opposite slopes also cancel. Start with the rows displaced by a few tenths of an ångström and relax without imposing the mirror.

**Converge the energy difference, not just the geometry.** Compare even and odd samplings along the line, using grids that contain $k=0$ as here; an even grid shifted by half a step misses $kb=\pi$ and understates the gain. The threshold sum gives $2\sqrt2\,\alpha^2/t=2.92$ eV/Å² for the shifted two-point grid and zero for $k=0$ alone, so with $K=4$ eV/Å² both leave the core symmetric. In this example, three k-points nearly hide the reconstruction and four overstate its energy by a factor of about 2.6 relative to the infinite chain.

**Obtain the parameters from frozen shifts.** If the core bands resemble this two-band model, their separation at $kb=\pi$ is $2\sqrt{\Delta^2+4\alpha^2u^2}$, which yields $\Delta$ and $\alpha$ from several values of $u$. At $u=0$ the separation is $2\sqrt{\Delta^2+4t^2\cos^2\theta}$, which yields $t$ from k-points near $kb=\pi$. The value at $kb=0$, 4 eV here, is not usable in silicon: the projected bulk gap there is only the fundamental gap of about 1 eV, so the core levels merge with the bulk bands. Subtracting the model band energy, evaluated at the same k-points, from the calculated total energy leaves a constant plus $Ku^2/2$ at small $u$, which yields $K$.

**Check the linear hopping law.** Sliding the rows lengthens the mean bond by $w^2u^2/(2d_0^3)$ at second order, which weakens the mean hopping. A $K$ fitted as above already contains this effect to order $u^2$. If $K=4$ eV/Å² is instead taken to exclude it, using the actual distances in the four-repeat ring changes the shift from 0.385 to 0.313 Å and the net energy from $-0.199$ to $-0.161$ eV per repeat. In this ring the energy changes by about a fifth, but the ring understates the sensitivity. For the infinite chain the effect adds $2g\,[w^2/(2d_0^3)]\,(8/\pi)=0.64$ eV/Å² to $K$, and the net energy goes from $-0.075$ to $-0.044$ eV per repeat, a change of about 40%. For three repeats the effective stiffness becomes 4.67 eV/Å², above $K_3$, and pairing disappears.

**Treat period doubling as a separate candidate.** A core whose repeat is $2b$ can also break the mirror. The present model imposes the same shift in every repeat and cannot rank the two structures. That comparison needs a cell with an even number of repeats, separate starting geometries, and a total-energy method that describes the back bonds.

The parameters here are illustrative, so the energies show a mechanism and its sensitivity, not silicon's measured or first-principles reconstruction energy. Electron repulsion, left out here, could also change the energy of the half-filled symmetric core. The numerical output below gives the remaining values.

## Numbers as computed

```
repeat b = 3.80 angstrom; row distance w = 1.80 angstrom
t = 1.00 eV; g = 1.40 eV/angstrom
K = 4.00 eV/angstrom^2 per repeat
symmetric bond = 2.6173 angstrom
alpha = 1.0163 eV/angstrom
four-repeat ring: energies in eV per repeat
u (angstrom)  band gain  elastic cost  net change
0.10  0.10892  0.02000  -0.08892
0.20  0.23219  0.08000  -0.15219
0.30  0.36918  0.18000  -0.18918
0.40  0.51893  0.32000  -0.19893
0.60  0.85200  0.72000  -0.13200
minimum shift = 0.3850 angstrom
band gain at minimum = 0.49574 eV/repeat
elastic cost at minimum = 0.29649 eV/repeat
net change at minimum = -0.19925 eV/repeat
paired bond lengths = 2.3527, 2.9088 angstrom
paired hoppings = 1.3913, 0.6087 eV
symmetric mean bond order = 0.6036 (no unit)
paired bond orders = 0.9581, 0.2004 (no unit)
paired ring gap = 1.5653 eV
repeats  minimum shift (angstrom)  net change (eV/repeat)
3  0.1470  -0.00070
4  0.3850  -0.19925
5  0.3397  -0.03631
6  0.3624  -0.13280
8  0.3578  -0.10805
12  0.3567  -0.08995
infinite  0.3566  -0.07539
infinite-chain gap = 1.4499 eV
weak-pairing estimate of shift = 0.3164 angstrom
three-repeat threshold K = 4.1317 eV/angstrom^2
five-repeat threshold K = 5.5433 eV/angstrom^2
infinite-chain critical offset = 0.6913 eV
critical full site-energy difference = 1.3826 eV
infinite shift at 0.8 critical offset = 0.2136 angstrom
full-distance four-repeat shift = 0.3133 angstrom
full-distance net change = -0.16121 eV/repeat
```
